# Total and Per-Spin Iso-Orbital Indicators in Broken-Symmetry H2, part 1

(Sections cited here and not found follow in the second part.)

## The decision in a calculation

An unrestricted calculation on a stretched bond has converged with opposite spins on the two atoms. The next task uses the iso-orbital indicator $\alpha$ of a meta-GGA: to map where the density comes from a single orbital, to switch a correction on or off, or to check what a functional receives. One must decide whether to build $\alpha$ from the total density or separately for each spin.

For such a broken-symmetry solution of the hydrogen molecule the two choices disagree. Each spin channel holds one orbital, and each per-spin indicator vanishes. The total-density indicator does not vanish, and at the middle of a long bond it can be much larger than one. A switch that reads "$\alpha=0$ means one orbital" therefore acts differently in the two versions. The difference has a closed form that depends on the density and the spin polarization.

## Conventions and assumptions

Hartree atomic units are used. The spin densities are $n_\uparrow$ and $n_\downarrow$, and

$$
n=n_\uparrow+n_\downarrow,\qquad
\zeta=\frac{n_\uparrow-n_\downarrow}{n},\qquad -1\le\zeta\le 1 .
$$

Adding and subtracting these definitions gives $n_\uparrow=n(1+\zeta)/2$ and $n_\downarrow=n(1-\zeta)/2$.

The kinetic energy density is the positive one, with its factor of one half included:

$$
\tau_\sigma=\frac12\sum_{i}^{\rm occ}|\nabla\varphi_{i\sigma}|^2,\qquad
\tau=\tau_\uparrow+\tau_\downarrow .
$$

The von Weizsäcker densities for the total and for one spin are

$$
\tau_W=\frac{|\nabla n|^2}{8n},\qquad
\tau_{W,\sigma}=\frac{|\nabla n_\sigma|^2}{8n_\sigma}.
$$

Note that $\tau_W$ is formed from the total density. It is not defined as the sum of the two $\tau_{W,\sigma}$, and the whole question turns on that difference.

The main assumption is that each spin channel has one occupied orbital $\varphi_\sigma$, real up to a constant phase. The orbitals of the two spins may differ in shape. The claim is

$$
\boxed{\;\tau-\tau_W=\frac{n|\nabla\zeta|^2}{8(1-\zeta^2)}\;}
$$

wherever $n>0$ and $|\zeta|<1$. Points at which one orbital has a node are treated below through an equivalent form without a vanishing denominator.

## One orbital makes each spin channel von Weizsäcker-like

A constant phase drops out of $|\nabla\varphi_\sigma|^2$, so we take $\varphi_\sigma$ real. Then $n_\sigma=\varphi_\sigma^2$, and the chain rule gives

$$
\nabla n_\sigma=2\varphi_\sigma\nabla\varphi_\sigma .
$$

Squaring this and dividing by $8n_\sigma$,

$$
\tau_{W,\sigma}
=\frac{4\varphi_\sigma^2|\nabla\varphi_\sigma|^2}{8\varphi_\sigma^2}
=\frac12|\nabla\varphi_\sigma|^2=\tau_\sigma .
$$

The per-spin excess $\tau_\sigma-\tau_{W,\sigma}$ is therefore zero. The same holds for a fractional occupation $f$ of the single orbital: both $n_\sigma$ and $\tau_\sigma$ acquire a factor $f$, and so does $\tau_{W,\sigma}$.

It remains to compare $\tau_{W,\uparrow}+\tau_{W,\downarrow}$ with $\tau_W$. This comparison involves densities alone, so it needs no assumption about orbitals.

## The density identity

Let $s=+1$ stand for spin up and $s=-1$ for spin down. Both cases are then contained in

$$
n_s=\frac{n(1+s\zeta)}2 .
$$

The product rule gives

$$
\nabla n_s=\frac12\left[(1+s\zeta)\nabla n+s\,n\nabla\zeta\right].
$$

Squaring, and using $s^2=1$ in the last term,

$$
|\nabla n_s|^2=\frac14\left[(1+s\zeta)^2|\nabla n|^2
+2s(1+s\zeta)\,n\,\nabla n\cdot\nabla\zeta
+n^2|\nabla\zeta|^2\right].
$$

The denominator of $\tau_{W,s}$ is $8n_s=4n(1+s\zeta)$. Dividing the three terms in turn,

$$
\tau_{W,s}=\frac{(1+s\zeta)|\nabla n|^2}{16n}
+\frac{s}{8}\nabla n\cdot\nabla\zeta
+\frac{n|\nabla\zeta|^2}{16(1+s\zeta)} .
$$

Now add $s=+1$ and $s=-1$. In the first term the two factors add to $(1+\zeta)+(1-\zeta)=2$, which leaves $|\nabla n|^2/(8n)=\tau_W$. The second term changes sign with $s$ and cancels. In the third term we need

$$
\frac1{1+\zeta}+\frac1{1-\zeta}
=\frac{(1-\zeta)+(1+\zeta)}{(1+\zeta)(1-\zeta)}
=\frac{2}{1-\zeta^2}.
$$

Multiplying by $n|\nabla\zeta|^2/16$ gives

$$
\tau_{W,\uparrow}+\tau_{W,\downarrow}
=\tau_W+\frac{n|\nabla\zeta|^2}{8(1-\zeta^2)} .
$$

With one real orbital per spin the left side equals $\tau$, which proves the boxed result.

The cross terms describe a density gradient and a polarization gradient acting together. They can be large in either channel, but they have opposite signs in the two channels. The surviving term is even in $\zeta$, as it must be, since exchanging the names "up" and "down" cannot change $\tau$ or $\tau_W$.

## A picture of the two terms

In a region where both orbitals are nonnegative we can write

$$
\varphi_\uparrow=a\cos\frac\theta2,\qquad
\varphi_\downarrow=a\sin\frac\theta2,\qquad a=\sqrt n .
$$

Then $\zeta=\cos^2(\theta/2)-\sin^2(\theta/2)=\cos\theta$. The gradients are

$$
\nabla\varphi_\uparrow=\cos\frac\theta2\,\nabla a-\frac a2\sin\frac\theta2\,\nabla\theta,
\qquad
\nabla\varphi_\downarrow=\sin\frac\theta2\,\nabla a+\frac a2\cos\frac\theta2\,\nabla\theta .
$$

In the sum of squares the mixed terms cancel and the squared sines and cosines add to one:

$$
\tau=\frac12|\nabla a|^2+\frac18a^2|\nabla\theta|^2
=\tau_W+\frac18n|\nabla\theta|^2 .
$$

The last step uses $\nabla a=\nabla n/(2\sqrt n)$. The two orbitals form a vector of length $\sqrt n$ and direction $\theta/2$. The von Weizsäcker term is the cost of changing its length, and the polarization term is the cost of turning it. Turning means that the share of up and down density changes from place to place.

If both electrons occupy the same spatial orbital $\sqrt{n/2}$, then $\theta=\pi/2$ everywhere and the second cost is absent. Thus $\tau_W$ is the kinetic energy density of two electrons with a common spatial shape. In a broken-symmetry solution the shapes differ, even though each spin still has a single orbital.

## A form that is regular at nodes

The quotient $|\nabla\zeta|^2/(1-\zeta^2)$ becomes $0/0$ where one orbital vanishes. To find its value, define the vector

$$
\mathbf w=\varphi_\uparrow\nabla\varphi_\downarrow-\varphi_\downarrow\nabla\varphi_\uparrow .
$$

Since $\nabla n=2(\varphi_\uparrow\nabla\varphi_\uparrow+\varphi_\downarrow\nabla\varphi_\downarrow)$, multiplication of the excess by $2n$ gives

$$
2n(\tau-\tau_W)
=(\varphi_\uparrow^2+\varphi_\downarrow^2)
(|\nabla\varphi_\uparrow|^2+|\nabla\varphi_\downarrow|^2)
-|\varphi_\uparrow\nabla\varphi_\uparrow+\varphi_\downarrow\nabla\varphi_\downarrow|^2 .
$$

On expansion the terms $\varphi_\uparrow^2|\nabla\varphi_\uparrow|^2$ and $\varphi_\downarrow^2|\nabla\varphi_\downarrow|^2$ cancel. What remains is

$$
\varphi_\uparrow^2|\nabla\varphi_\downarrow|^2
+\varphi_\downarrow^2|\nabla\varphi_\uparrow|^2
-2\varphi_\uparrow\varphi_\downarrow
\nabla\varphi_\uparrow\cdot\nabla\varphi_\downarrow=|\mathbf w|^2 .
$$

Therefore

$$
\tau-\tau_W=\frac{|\mathbf w|^2}{2n}.
$$

This form shows three things.

First, the excess is nonnegative. Second, it is finite at a node of one orbital. If $\varphi_\downarrow=0$ and $\varphi_\uparrow\ne0$, then $n=\varphi_\uparrow^2$ and the excess is $|\nabla\varphi_\downarrow|^2/2$. This is the limit of the boxed expression, because the two forms agree at neighbouring points with $|\zeta|<1$ and the regular form is continuous there. Third, in a connected region where $\varphi_\uparrow$ has no node,

$$
\nabla\left(\frac{\varphi_\downarrow}{\varphi_\uparrow}\right)
=\frac{\mathbf w}{\varphi_\uparrow^2} .
$$

If the excess vanishes throughout that region, the ratio is constant and the two orbitals are proportional. Zero excess at one isolated point carries no such message, since $\nabla\zeta$ may happen to vanish there.

The regular form also has a numerical use. Where $\tau$ and $\tau_W$ nearly agree, subtracting them loses significant digits. The form with $\mathbf w$ subtracts before squaring, so it loses far fewer digits, and it cannot return a negative value.

## From the excess to the indicators

The kinetic energy density of a uniform gas with the local spin densities sets the scale. For one spin it is

$$
\tau_{{\rm unif},\sigma}=\frac3{10}(6\pi^2)^{2/3}n_\sigma^{5/3}.
$$

Put $n_\sigma=n(1\pm\zeta)/2$ and add. Since $(6\pi^2)^{2/3}=2^{2/3}(3\pi^2)^{2/3}$, the powers of two combine to $2^{2/3-5/3}=1/2$, and

$$
\tau_{\rm unif}=\frac3{10}(3\pi^2)^{2/3}n^{5/3}d_s,\qquad
d_s=\frac{(1+\zeta)^{5/3}+(1-\zeta)^{5/3}}2 .
$$

The two indicators are

$$
\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},\qquad
\alpha_\sigma=\frac{\tau_\sigma-\tau_{W,\sigma}}{\tau_{{\rm unif},\sigma}} .
$$

One real orbital per spin gives $\alpha_\sigma=0$ wherever $n_\sigma>0$, and by continuity we assign the same value at a node. For the total indicator, the numerical prefactor is $(1/8)/(3/10)=5/12$, so

$$
\alpha=\frac{5|\nabla\zeta|^2}
{12(3\pi^2)^{2/3}n^{2/3}(1-\zeta^2)d_s}.
$$

The factor $n^{-2/3}$ matters: a modest polarization gradient in a thin density can produce a large $\alpha$.

## Where the result changes

**Several orbitals per spin.** The density identity still holds, but $\tau_\sigma$ need not equal $\tau_{W,\sigma}$. Subtracting the identity from $\tau=\tau_\uparrow+\tau_\downarrow$ gives, for any occupation,

$$
\tau-\tau_W=\sum_\sigma(\tau_\sigma-\tau_{W,\sigma})
+\frac{n|\nabla\zeta|^2}{8(1-\zeta^2)} .
$$

The first part is the excess within each spin. The second is the difference between total and per-spin bookkeeping. A free lithium atom, with two up orbitals and one down orbital, tests this decomposition. In unrestricted Hartree–Fock with the small def2-SVP basis, its per-spin part reaches $0.645$ hartree per electron among the sampled points, near $1.45$ bohr from the nucleus. This peak value is not converged (it rises to about $0.80$ in cc-pVTZ and cc-pVQZ), but in any of these bases the term cannot be dropped. All of it comes from the up channel, because the down channel holds one real orbital.

**Currents.** Let $\varphi_\sigma=a_\sigma e^{iS_\sigma}$ with real $a_\sigma$ and $S_\sigma$. Then $\nabla\varphi_\sigma=e^{iS_\sigma}(\nabla a_\sigma+i a_\sigma\nabla S_\sigma)$. The two parts in the bracket are real and imaginary, so

$$
|\nabla\varphi_\sigma|^2=|\nabla a_\sigma|^2+a_\sigma^2|\nabla S_\sigma|^2 .
$$

The excess gains $\sum_\sigma n_\sigma|\nabla S_\sigma|^2/2$. A position-dependent phase thus makes even $\alpha_\sigma$ positive. A symbolic test with arbitrary amplitudes and phases in two dimensions confirms this term and the regular form. Each Cartesian direction contributes separately, so a third adds terms of the same kind.

**Another kinetic energy density.** From $\nabla^2\varphi_\sigma^2=2|\nabla\varphi_\sigma|^2+2\varphi_\sigma\nabla^2\varphi_\sigma$ one finds

$$
-\frac12\varphi_\sigma\nabla^2\varphi_\sigma
=\frac12|\nabla\varphi_\sigma|^2-\frac14\nabla^2n_\sigma .
$$

The left side integrates to the same kinetic energy for a decaying orbital, but it differs locally. Using it in place of $\tau_\sigma$ would add $-\nabla^2n/4$ to the excess and spoil the pointwise result.

# Second half: stretched hydrogen and meta-GGA correlation

## Symbols and results carried over

Atomic units remain in force. The total density is $n$, the relative spin polarization is $\zeta$, and $\tau$ is the positive kinetic energy density. The quantity $\tau_W=|\nabla n|^2/(8n)$ is built from the total density, and $\tau_{W,\sigma}$ from one spin density. With one real orbital per spin, $\tau_\sigma=\tau_{W,\sigma}$ and $\alpha_\sigma=0$, while

$$
\tau-\tau_W=\frac{n|\nabla\zeta|^2}{8(1-\zeta^2)}
=\frac{|\varphi_\uparrow\nabla\varphi_\downarrow
-\varphi_\downarrow\nabla\varphi_\uparrow|^2}{2n}.
$$

The total indicator is $\alpha=(\tau-\tau_W)/\tau_{\rm unif}$, where $\tau_{\rm unif}=\frac3{10}(3\pi^2)^{2/3}n^{5/3}d_s$. The factor $d_s$ depends on $\zeta$ and equals one at $\zeta=0$.

## How the excess appears when symmetry breaks

Place the nuclei on the $z$ axis at $\pm R/2$. In the symmetric broken-spin solution, the down orbital is the mirror image of the up orbital. Split the up orbital into its even and odd parts under this reflection:

$$
\varphi_\uparrow=c\,g+s\,u,\qquad
\varphi_\downarrow=c\,g-s\,u,\qquad c=\cos\eta,\quad s=\sin\eta .
$$

Here $g$ is even, $u$ is odd, and both are normalized. They are orthogonal by symmetry, so $c^2+s^2=1$ keeps each spin orbital normalized. The restricted solution has $\eta=0$.

Substitution into the regular form requires

$$
\mathbf w=(cg+su)(c\nabla g-s\nabla u)-(cg-su)(c\nabla g+s\nabla u).
$$

The terms in $c^2g\nabla g$ and $s^2u\nabla u$ cancel. The mixed terms add in pairs:

$$
\mathbf w=2cs\,(u\nabla g-g\nabla u)=\sin2\eta\,(u\nabla g-g\nabla u).
$$

The density is $n=2(c^2g^2+s^2u^2)$. Hence

$$
\tau-\tau_W=\frac{\sin^2(2\eta)\,|u\nabla g-g\nabla u|^2}
{4(c^2g^2+s^2u^2)} .
$$

For small $\eta$, at a fixed point with $g\ne0$, the excess grows as $\eta^2$. It therefore starts from zero if $\eta$ does so as the bond is stretched. There is no excess in the restricted solution, however long the bond: both electrons have the shape $g$, and $\zeta=0$ everywhere.

At the midpoint $u=0$ and, by symmetry, $\nabla g=0$. The formula reduces to $s^2|\nabla u|^2$. The density gradient is zero there, so $\tau_W=0$ and the polarization term supplies the entire $\tau$.

With one real orbital per spin, both per-spin indicators vanish, while the total-density excess $\tau-\tau_W$ equals the polarization term and appears in stretched hydrogen only when the spin symmetry breaks. It remains to see how large this excess and the total $\alpha$ become in a long bond, and what they change in SCAN exchange and correlation.
